# Why thin high-permittivity dielectrics sharpen barriers at two-dimensional contacts

**Question.** A metal contacts the edge of a gated two-dimensional semiconductor and leaves an energy barrier there. Why does a thin gate dielectric of high permittivity make this barrier easier to tunnel through, and which length must the barrier's lateral decay be compared with: the carrier wavelength or the tunnelling length?

## Mechanism

The metal fixes the band edge at the contact, and the gates try to fix it everywhere else. The disturbance made by the metal travels along the semiconductor as electric flux and leaks away through the dielectric to the gates. The easier the leakage, the shorter the barrier. A smaller dielectric thickness helps, and so does a higher permittivity. For a given relative rise of permittivity, the barrier shortens by the largest fraction of its length while the semiconductor carries most of the lateral flux.

There is a limit to the second remedy. The dielectric also carries flux sideways. Once it carries nearly all of it, raising its permittivity strengthens the lateral and the vertical flux alike, and the decay length is left to geometry. High permittivity therefore sharpens the barrier at a given thickness, but cannot replace thinness.

An electron responds to the shorter barrier in two ways. Under the barrier its wave decays over a tunnelling length, so a shorter barrier costs less attenuation. At the barrier's foot, a slow electron of long wavelength may be reflected by the change of potential even where its energy exceeds the potential. Sharpening a thick barrier reduces the first loss and increases the second. The formulas must show which wins.

## The decay length

Take a sheet of relative permittivity \(\varepsilon_s\) and thickness \(t\) midway between two gates, with a dielectric of permittivity \(\varepsilon_{ox}\) and thickness \(d\) on each side. An equipotential metal wall fills the plane \(x=0\). The sheet is treated as thin and free of mobile and fixed charge. This describes zero-temperature electrostatics at threshold, where the distant band edge lies at the contact Fermi level. That level is the zero of energy, and the band edge is \(\phi\,u(x)\), with \(\phi\) the barrier height, \(u=1\) on the wall and \(u=0\) on the gates.

In the dielectric, \(u_{xx}+u_{zz}=0\). Along a strip of sheet, the change of in-plane flux must balance the flux through its two faces:

\[
\varepsilon_s t\,u_{xx}+2\varepsilon_{ox}\,u_z\big|_{0^+}=0
\quad\Rightarrow\quad
a\,u_{xx}+u_z=0,\qquad a=\frac{\varepsilon_s t}{2\varepsilon_{ox}} .
\]

The solution \(e^{-px}\sin[p(d-z)]\) obeys Laplace's equation and vanishes on the gate \(z=d\). The sheet condition becomes \(ap^2\sin(pd)-p\cos(pd)=0\). With \(y=pd\),

\[
y\tan y=\frac{d}{a}=\frac{2\varepsilon_{ox}d}{\varepsilon_s t},\qquad \lambda=\frac{d}{y_1},
\]

where \(y_1\), the smallest root, lies between 0 and \(\pi/2\) and gives the slowest decay.

If \(d\ll a\), then \(y_1\tan y_1\simeq y_1^2\), and \(\lambda\simeq\lambda_0=\sqrt{ad}=\sqrt{\varepsilon_s t d/(2\varepsilon_{ox})}\). If \(d\gg a\), then \(y_1\to\pi/2\) and \(\lambda\to 2d/\pi\), without any permittivity.

Between these limits, \(y\tan y\) increases with \(y\). At fixed \(d\), a larger \(\varepsilon_{ox}\) therefore raises \(y_1\) and shortens \(\lambda\), which stays above \(2d/\pi\).

At fixed gate capacitance the ratio \(\varepsilon_{ox}/d\) is fixed, and so is \(\lambda_0\). Using \(d/a=y_1\tan y_1\),

\[
\lambda^2=\frac{d^2}{y_1^2}=ad\,\frac{d/a}{y_1^2}=\lambda_0^2\,\frac{\tan y_1}{y_1}.
\]

The derivative of \(\tan y/y\) has the sign of \(y-\sin y\cos y\), which is positive. Since \(d/a\) is proportional to \((\varepsilon_{ox}/d)\,d^2\), it grows with \(d\). A high-permittivity dielectric made thicker to keep the same capacitance thus gives a longer barrier.

**The whole profile.** Several modes are needed to make \(u=1\) on the wall. Let \(f_n=\sin[p_n(d-z)]\), so that \(f_n''=-p_n^2f_n\) and \(f_n'(0)=-ap_n^2f_n(0)\). Integrating \(f_mf_n''-f_nf_m''\) over \(0<z<d\) gives

\[
(p_m^2-p_n^2)\left[\int_0^d f_mf_n\,dz+a f_m(0)f_n(0)\right]=0 .
\]

The bracket is the scalar product in which different modes are orthogonal. For the function 1 and \(f_n\) it equals

\[
\frac{1-\cos y_n}{p_n}+a\sin y_n=\frac1{p_n},
\]

because \(a\sin y_n=\cos y_n/p_n\). For \(f_n\) with itself it is

\[
\frac d2-\frac{\sin2y_n}{4p_n}+a\sin^2y_n=\frac d2+\frac{\sin 2y_n}{4p_n}.
\]

Their ratio is the coefficient of \(f_n\). Multiplying by \(f_n(0)=\sin y_n\) gives the profile on the sheet:

\[
u(x)=\sum_n A_ne^{-p_nx},\qquad A_n=\frac{4\sin y_n}{2y_n+\sin2y_n}.
\]

A two-dimensional grid solution for the two stacks with \(d=2\) nm below confirms this profile, with a largest difference of \(3\times10^{-5}\) of the wall value between 0.3 and 7 nm from the wall. Resolving the finite thickness of the semiconductor changes \(\lambda\) by less than 2% in the stacks below. It lowers \(T\) at 25 meV by 1 to 5%, and by up to 13% if the out-of-plane permittivity is 6 instead of 15, so the second digit of each tabulated \(T\) belongs to the thin-sheet model.

## What the electron compares

Consider a ballistic electron at normal incidence, with one parabolic band of mass \(m\) and energy \(0<E<\phi\). Image forces, interface states and scattering are left out. Define

\[
\ell=\frac{\hbar}{\sqrt{2m\phi}},\qquad
k=\frac{\sqrt{2mE}}{\hbar}=\frac{2\pi}{\Lambda},\qquad
\kappa=\frac{\sqrt{2m(\phi-E)}}{\hbar}.
\]

Here \(\ell\) is the tunnelling length, \(\Lambda\) the wavelength far in the channel, and \(\kappa\) the attenuation constant at the wall.

First take \(u=e^{-x/\lambda}\). The Schrödinger equation is \(\psi''+(k^2-\ell^{-2}e^{-x/\lambda})\psi=0\). With \(s=2(\lambda/\ell)e^{-x/2\lambda}\), so that \(ds/dx=-s/2\lambda\), it becomes

\[
s^2\psi_{ss}+s\psi_s-(s^2-\mu^2)\psi=0,\qquad \mu=2k\lambda .
\]

This is the modified Bessel equation of order \(\pm i\mu\). For small \(s\), \(I_{-i\mu}(s)\simeq(s/2)^{-i\mu}/\Gamma(1-i\mu)\), which is proportional to \(e^{ikx}\): the wave leaving the contact. Its squared modulus there is \(1/|\Gamma(1-i\mu)|^2=\sinh(\pi\mu)/(\pi\mu)\).

In the metal the wave has an incident amplitude \(A\) and a reflected amplitude \(B\), with normal velocity \(v_M\). Continuity of \(\psi\) and of \(\psi'\) divided by the mass gives \(A+B=\psi(0)\) and \(A-B=\psi'(0)/(iQ)\), with \(Q=mv_M/\hbar\). Hence \(A=\tfrac12[\psi(0)+\psi'(0)/(iQ)]\), and the ratio of transmitted to incident flux is

\[
T=\frac{4k}{Q}\,\frac{\sinh\pi\mu}{\pi\mu}\,
\frac{1}{|\psi(0)+\psi'(0)/(iQ)|^2}.
\]

**Thick barrier.** When the tunnelling action \(S\), defined below, is much greater than one, the semiclassical form holds at the wall. With \(w=\sqrt{s^2-\mu^2}\),

\[
I_{-i\mu}(s)\simeq \frac{C}{\sqrt w}\exp\int_\mu^s\frac{w(s')}{s'}ds',
\qquad
\int_\mu^s\frac{w(s')}{s'}ds'=w-\mu\arccos\frac{\mu}{s}.
\]

For \(s\to\infty\) the integral tends to \(s-\pi\mu/2\), while \(I_{-i\mu}(s)\to e^s/\sqrt{2\pi s}\). Therefore \(C=e^{\pi\mu/2}/\sqrt{2\pi}\).

At the wall \(w=2\lambda\kappa\). Since \(ds/s=-dx/2\lambda\), the integral there is the tunnelling action \(S\), the integral of the local attenuation constant from the wall to the turning point. With \(r=E/\phi\),

\[
S=\frac{2\lambda}{\ell}g,\qquad
g=\sqrt{1-r}-\sqrt r\,\arccos\sqrt r .
\]

Thus \(|\psi(0)|^2\simeq e^{2S+\pi\mu}/(4\pi\lambda\kappa)\) and \(\psi'(0)\simeq-\kappa\psi(0)\), which gives

\[
T\simeq\frac{4k}{Q}\,\frac{\sinh\pi\mu}{2\pi k\lambda}\,
\frac{4\pi\lambda\kappa\,e^{-2S-\pi\mu}}{1+\kappa^2/Q^2}.
\]

Because \(\sinh(\pi\mu)e^{-\pi\mu}=(1-e^{-2\pi\mu})/2\), this is

\[
T\simeq M\left[1-e^{-4\pi k\lambda}\right]e^{-2S},\qquad
M=\frac{4\kappa/Q}{1+\kappa^2/Q^2}.
\]

The exponent compares \(\lambda\) with the tunnelling length: \(2S=4g\lambda/\ell\). The bracket compares it with the wavelength, since \(4\pi k\lambda=8\pi^2\lambda/\Lambda\). Reflection at the foot matters when \(\lambda\) is comparable with or below \(\Lambda/(8\pi^2)\), a far smaller length than \(\Lambda\).

The two effects compete in

\[
\frac{d\ln T}{d\lambda}=\frac{4\pi k}{e^{4\pi k\lambda}-1}-\frac{4g}{\ell}
<\frac1\lambda-\frac{4g}{\ell},
\]

where \(e^X-1>X\) was used. For \(\lambda\ge\ell/(4g)\), which is the same as \(S\ge1/2\), the right side is not positive, so sharpening wins throughout the range where the thick-barrier formula applies.

**Abrupt barrier.** As \(\lambda\to0\), the barrier disappears from the wave equation: \(\psi=e^{ikx}\) and \(T\to4kQ/(k+Q)^2\). The velocity mismatch with the metal remains, so even perfect sharpening need not give perfect transmission.

For the full profile, at energies well below \(\phi\), the turning point lies far enough from the wall for the higher modes to have decayed there. The remaining tail \(A_1e^{-x/\lambda}\) is a shifted exponential, and a shift does not alter the bracket. The thick-barrier formula therefore applies, with \(S\) integrated over the actual profile.

## Numbers

The model parameters are \(\varepsilon_s=15\), \(t=0.6\) nm, \(m=0.5\,m_e\), \(\phi=0.30\) eV and \(v_M=10^6\) m/s. They give \(\ell=0.504\) nm and \(Q=4.32\) nm\(^{-1}\). At \(E=25\) meV, direct integration over the full profiles gives:

| \(\varepsilon_{ox}\) | \(d\) (nm) | \(\lambda\) (nm) | \(T\) |
|---|---|---|---|
| 3.9 | 10 | 7.09 | \(4.4\times10^{-17}\) |
| 20 | 10 | 6.51 | \(8.3\times10^{-16}\) |
| 3.9 | 2 | 1.94 | \(6.9\times10^{-5}\) |
| 20 | 2 | 1.42 | \(7.4\times10^{-4}\) |
| 20 | 10.26 | 6.67 | \(3.4\times10^{-16}\) |

For the thin high-permittivity stack, \(a=15\times0.6/(2\times20)=0.225\) nm and \(d/a=8.9\). The dielectric already carries much of the lateral flux: \(\lambda=1.42\) nm is close to the floor \(2d/\pi=1.27\) nm, and the square-root law would give 0.67 nm, less than half the true value.

Its action is \(S=3.80\). With \(\kappa=\sqrt{1-0.025/0.30}/\ell=1.90\) nm\(^{-1}\), \(\kappa/Q=0.44\) and \(M=1.47\). The bracket is 1.00 to the digits shown, so

\[
T\simeq1.47\times e^{-7.60}\simeq7.4\times10^{-4},
\]

in agreement with direct integration. \(M\) may exceed one, because it is a prefactor and not itself a probability.

Thinning the low-permittivity dielectric from 10 to 2 nm raises \(T\) by a factor of \(1.6\times10^{12}\). Raising the permittivity then adds a factor of 11. At 10 nm the same change of permittivity gives a larger factor, 19, although \(\lambda\) falls by only 8%. What counts is the absolute fall of the action \(S\), which is 1.47 there and 1.19 in the thin stack. The larger factor still leaves a negligible transmission. The image force, left out here, would reduce both gains: the electron's attraction to the metal is stronger at low permittivity and lowers that barrier more. A classical image potential in the same geometry cuts the factors 19 and 11 to about 4.5 and 5.

The last row has the same capacitance as the third. Its greater thickness lengthens \(\lambda\) from 1.94 to 6.67 nm and multiplies \(T\) by \(5\times10^{-12}\). Equal capacitance does not mean equally sharp contacts.

The wavelength at 25 meV is 11 nm, well above \(\lambda\) in the thin stacks, yet reflection at the foot is negligible there because \(\Lambda/(8\pi^2)=0.14\) nm. At 0.1 meV this scale is 2.2 nm, and reflection becomes visible. Raising the permittivity at 2 nm then lowers the bracket from 0.586 to 0.475, but the action falls from 7.96 to 5.99. The exponential gains a factor of about 52, and \(T\) still rises by a factor of 42.

At 25 meV the length to approach is thus \(\ell/(4g)=0.21\) nm, a fraction of the tunnelling length. It grows as the energy nears the barrier top, where \(g\) vanishes. None of these stacks comes near it. For a single exponential, the exact transmission at this energy is 0.013 at \(\lambda=1\) nm, 0.12 at 0.5 nm and 0.32 at 0.2 nm, against an abrupt limit of 0.41. At this energy and metal velocity, a scan from 0.01 to 6 nm shows \(T\) rising steadily as \(\lambda\) shrinks, including the range where the thick-barrier formula no longer holds.

These values belong to the charge-free, symmetrically gated model. The 25 meV is the energy of a test electron and does not stand for a temperature: at room temperature, a channel with its band edge at the Fermi level would hold appreciable mobile charge. Such charge, or an open upper surface, changes the electrostatic problem and hence the barrier profile. Nor are the ratios of \(T\) at 25 meV ratios of room-temperature current: through the 10 nm stacks, most of that current would be carried by thermal electrons near or above the barrier top, and through the 2 nm stacks by electrons near 0.1 eV. Weighting the same profiles thermally at 300 K, thinning gains a factor of about 56, and raising the permittivity about 2.7 at 2 nm and 1.15 at 10 nm. With the image force included, the last two fall to about 1.2 and 0.3, so at 10 nm the higher permittivity then lowers the current. The numerical output lists the turning points, actions and transmissions for all five stacks.

## Numbers as computed

```
channel: eps_s = 15, t = 0.6 nm, m/m_e = 0.5
barrier phi = 0.30 eV; metal velocity = 1.0e+06 m/s
tunnelling length ell = 0.5040 nm; ell/4 = 0.1260 nm
metal matching wave number Q = 4.319 nm^-1
E = 25.0 meV: k = 0.5728 nm^-1, wavelength = 10.97 nm
  wavelength/(8 pi^2) = 0.1389 nm, g = 0.5885, ell/(4g) = 0.2141 nm
E = 0.1 meV: k = 0.0362 nm^-1, wavelength = 173.44 nm
  wavelength/(8 pi^2) = 2.1967 nm, g = 0.9715, ell/(4g) = 0.1297 nm
largest grid-minus-mode profile difference = 3.3e-05 (no unit)
stack A: eps_ox = 3.9, d = 10.000 nm, a = 1.154 nm
  lam = 7.094 nm, root law = 3.397 nm, 2d/pi = 6.366 nm, A_1 = 1.259
  E=25.0 meV: turn=19.25 nm, S=19.031, bracket=1.0000, T=4.355e-17, formula=4.346e-17
  E=0.1 meV: turn=58.43 nm, S=29.998, bracket=0.9604, T=1.285e-26, formula=1.282e-26
stack B: eps_ox = 20.0, d = 10.000 nm, a = 0.225 nm
  lam = 6.509 nm, root law = 1.500 nm, 2d/pi = 6.366 nm, A_1 = 1.273
  E=25.0 meV: turn=17.73 nm, S=17.558, bracket=1.0000, T=8.290e-16, formula=8.269e-16
  E=0.1 meV: turn=53.69 nm, S=27.629, bracket=0.9484, T=1.448e-24, formula=1.444e-24
stack C: eps_ox = 3.9, d = 2.000 nm, a = 1.154 nm
  lam = 1.936 nm, root law = 1.519 nm, 2d/pi = 1.273 nm, A_1 = 1.166
  E=25.0 meV: turn=5.11 nm, S=4.988, bracket=1.0000, T=6.851e-05, formula=6.858e-05
  E=0.1 meV: turn=15.80 nm, S=7.961, bracket=0.5857, T=1.083e-07, formula=1.081e-07
stack D: eps_ox = 20.0, d = 2.000 nm, a = 0.225 nm
  lam = 1.415 nm, root law = 0.671 nm, 2d/pi = 1.273 nm, A_1 = 1.260
  E=25.0 meV: turn=3.84 nm, S=3.798, bracket=1.0000, T=7.430e-04, formula=7.414e-04
  E=0.1 meV: turn=11.66 nm, S=5.985, bracket=0.4750, T=4.590e-06, formula=4.560e-06
stack E: eps_ox = 20.0, d = 10.256 nm, a = 0.225 nm
  lam = 6.673 nm, root law = 1.519 nm, 2d/pi = 6.529 nm, A_1 = 1.273
  E=25.0 meV: turn=18.18 nm, S=17.999, bracket=1.0000, T=3.434e-16, formula=3.426e-16
  E=0.1 meV: turn=55.03 nm, S=28.322, bracket=0.9520, T=3.634e-25, formula=3.625e-25
transmission ratios at 25 meV (no unit):
  thinning at low permittivity, C/A = 1.573e+12
  permittivity at 10 nm, B/A = 1.903e+01
  permittivity at 2 nm, D/C = 10.845
  equal capacitance, E/C = 5.013e-12
single exponential at 25 meV, exact transmission (no unit):
  lam = 0.05 nm: T = 4.0671e-01
  lam = 0.10 nm: T = 3.8722e-01
  lam = 0.20 nm: T = 3.2151e-01
  lam = 0.50 nm: T = 1.1693e-01
  lam = 1.00 nm: T = 1.3052e-02
  lam = 2.00 nm: T = 1.2690e-04
abrupt velocity-mismatch limit: T = 0.4135
```
